# Heat capacity from kinetic-energy fluctuations at constant energy, part 1

(Sections cited here and not found follow in the second part.)

## First half: from energy shells to the fluctuation relation

Q: I am told that a molecular dynamics run at constant energy reveals the heat capacity through the fluctuations of its kinetic energy. I doubt it. Classical momenta have a Gaussian distribution whatever the forces are. How can their fluctuations know anything about the potential energy?

A: At constant temperature they know nothing about it, and your objection is correct there. Let me first establish that. Take a classical system at fixed volume with Hamiltonian

$$H=K+U(q),\qquad K=\sum_{a=1}^{f}\frac{p_a^2}{2m_a},$$

where $f$ is the number of independent momenta. In the canonical ensemble, with $\beta=1/kT$, the momentum part of the partition function is a product of Gaussian integrals:

$$Z_p=\prod_{a=1}^{f}\int dp_a\,e^{-\beta p_a^2/2m_a}=\prod_{a=1}^{f}\sqrt{\frac{2\pi m_a}{\beta}}\;\propto\;\beta^{-f/2}.$$

Each derivative with respect to $\beta$ brings down a factor $-K$. The first and second derivatives of $\ln Z_p$ therefore give the mean and the variance:

$$\langle K\rangle_c=-\frac{\partial\ln Z_p}{\partial\beta}=\frac{f}{2\beta}=\frac{f kT}{2},$$

$$\mathrm{Var}_c(K)=\frac{\partial^2\ln Z_p}{\partial\beta^2}=\frac{f}{2\beta^2}=\frac{f k^2T^2}{2}.$$

The subscript $c$ means canonical. The potential has dropped out, and the heat capacity with it.

Q: Does that apply to a deterministic thermostat, which has no random forces?

A: It applies if the thermostat samples the canonical distribution. For Nosé-Hoover dynamics the equations of motion are

$$\dot q_a=\frac{p_a}{m_a},\qquad \dot p_a=-\frac{\partial U}{\partial q_a}-\zeta p_a,\qquad \dot\zeta=\frac{1}{W}\Big(\sum_a\frac{p_a^2}{m_a}-f kT\Big),$$

with a friction variable $\zeta$ and a thermostat inertia $W$. Consider the density $\rho\propto\exp[-\beta(H+W\zeta^2/2)]$. It is stationary if the divergence of the flow $\rho v$ vanishes, where $v$ is the velocity in the extended phase space. Divided by $\rho$, this divergence is $\nabla\cdot v+v\cdot\nabla\ln\rho$.

In the first term only the friction contributes, because $\partial\dot p_a/\partial p_a=-\zeta$. Hence $\nabla\cdot v=-f\zeta$. The second term is $-\beta$ times the rate of change of $H+W\zeta^2/2$ along the motion. The forces cancel in $\dot H$, which leaves $\dot H=-\zeta\sum_a p_a^2/m_a$. Therefore

$$v\cdot\nabla\ln\rho=-\beta\Big[-\zeta\sum_a\frac{p_a^2}{m_a}+\zeta\Big(\sum_a\frac{p_a^2}{m_a}-f kT\Big)\Big]=+f\zeta.$$

The sum is zero, so $\rho$ is stationary, and integrating over $\zeta$ leaves the canonical distribution. Stationarity does not prove that one trajectory visits this distribution; that requires ergodicity. If the dynamics is ergodic, the kinetic energy has the variance $f k^2T^2/2$, and the heat capacity cannot be read from it.

Q: Then what changes when the thermostat is switched off?

A: The total energy $E$ becomes fixed, so every fluctuation of $K$ is matched by an opposite fluctuation of $U$. The kinetic energy can vary only as far as the potential energy can take up the difference. An ideal gas shows the extreme case: with $U=0$ the kinetic energy equals $E$ and does not fluctuate at all.

Q: That is a picture. I want a relation between the two variances.

A: It comes from viewing the canonical ensemble as a mixture of energy shells. Define the density of states and the average over one shell by

$$\Omega(E)=\int dq\,dp\,\delta(E-H),\qquad \langle A\rangle_E=\frac{1}{\Omega(E)}\int dq\,dp\,\delta(E-H)\,A.$$

The canonical weight $e^{-\beta H}$ is the same at all points of a shell. A canonical average is therefore a shell average followed by an average over energies:

$$\langle A\rangle_c=\int dE\,P(E)\,\langle A\rangle_E,\qquad P(E)=\frac{\Omega(E)e^{-\beta E}}{\int dE'\,\Omega(E')e^{-\beta E'}}.$$

Write $\kappa(E)=\langle K\rangle_E$ for the mean kinetic energy on a shell. Since $\langle K^2\rangle_E=\mathrm{Var}_E(K)+\kappa^2$,

$$\mathrm{Var}_c(K)=\int dE\,P\,\big[\mathrm{Var}_E(K)+\kappa^2\big]-\Big(\int dE\,P\,\kappa\Big)^2,$$

which is

$$\mathrm{Var}_c(K)=\langle\mathrm{Var}_E(K)\rangle_c+\mathrm{Var}_c(\kappa).$$

This is exact. The first term is the fluctuation within a shell, which a constant-energy run is meant to measure. The second arises because shells of higher energy have a higher mean kinetic energy.

Q: The second term needs the function $\kappa(E)$, which you do not know.

A: Its linear part is enough, and the slope follows from two canonical results. The first is the energy variance. With $Z$ the full partition function, $\langle E\rangle_c=-\partial\ln Z/\partial\beta$, and a second derivative gives

$$\mathrm{Var}_c(E)=-\frac{\partial\langle E\rangle_c}{\partial\beta}=kT^2\,\frac{\partial\langle E\rangle_c}{\partial T}=kT^2C,$$

because $d\beta=-dT/(kT^2)$. Here $C$ is the total heat capacity at constant volume, not the value per atom.

The second is the covariance of $\kappa$ with $E$. Within a shell $E$ is constant, so averaging $K$ over the shell first does not alter its covariance with $E$. In the canonical ensemble $K$ and $U$ are independent, since the weight factorizes. Therefore

$$\mathrm{Cov}_c(\kappa,E)=\mathrm{Cov}_c(K,K+U)=\mathrm{Var}_c(K)=\frac{f k^2T^2}{2}.$$

Now split $\kappa$ into the best straight line and a remainder:

$$\kappa(E)=\langle\kappa\rangle_c+b\,(E-\bar E)+r(E),\qquad b=\frac{\mathrm{Cov}_c(\kappa,E)}{\mathrm{Var}_c(E)}=\frac{f k}{2C},$$

where $\bar E=\langle E\rangle_c$. This choice of $b$ makes $r$ uncorrelated with $E$, so no cross term appears in the variance:

$$\mathrm{Var}_c(\kappa)=b^2\,\mathrm{Var}_c(E)+\mathrm{Var}_c(r)=\frac{f^2k^2}{4C^2}\,kT^2C+\mathrm{Var}_c(r)=\frac{f^2k^3T^2}{4C}+\mathrm{Var}_c(r).$$

The slope has a direct meaning. When energy is added, the temperature rises by $1/C$ per unit of energy, and the kinetic energy rises by $f k/2$ per unit of temperature.

Q: What entitles you to drop the remainder?

A: An assumption about the system: short-range forces, a state away from phase transitions, and large $f$ at fixed density. Then $\kappa(E)=f\,g(E/f)$ to leading order, with a smooth function $g$. Its second derivative with respect to $E$ is $g''/f$. Typical deviations $E-\bar E$ are of order $\sqrt f$, because $\mathrm{Var}_c(E)=kT^2C$ is proportional to $f$. The curvature term is thus of order $(1/f)(\sqrt f)^2=1$, and so is $\mathrm{Var}_c(r)$. The terms kept are of order $f$.

The same estimate replaces the average over shells by the shell at $\bar E$. If $\mathrm{Var}_E(K)=f\,h(E/f)$ to leading order, with smooth $h$, averaging over the canonical spread changes it by about $\tfrac12(h''/f)\,\mathrm{Var}_c(E)$, again of order one. Likewise $\kappa(\bar E)$ differs from $f kT/2$ by an amount of order one, so the temperature may be defined on the shell by $\kappa=f kT/2$. Subtracting the two canonical variances gives

$$\mathrm{Var}_E(K)=\frac{f k^2T^2}{2}-\frac{f^2k^3T^2}{4C}=\frac{f k^2T^2}{2}\left(1-\frac{f k}{2C}\right),$$

up to terms of order one. This is the Lebowitz-Percus-Verlet relation.

Q: Does it respect your ideal gas?

A: Yes. There $C=f k/2$ and the right side vanishes. For a general potential, the independence of $K$ and $U$ gives $kT^2C=\mathrm{Var}_c(K)+\mathrm{Var}_c(U)$. Hence $C=C_K+C_U$, with $C_K=f k/2$ and $C_U=\mathrm{Var}_c(U)/(kT^2)\ge0$. Since $1-C_K/C=C_U/C$, the relation can be written as

$$\mathrm{Var}_E(K)=kT^2\,\frac{C_KC_U}{C_K+C_U}.$$

The kinetic and potential energies act as two reservoirs that exchange energy, and the smaller capacity limits the exchange. If $C_U$ is much larger than $C_K$, the potential energy serves as a heat bath and the canonical variance returns. At a first-order transition, however, $P(E)$ can have two separated peaks. Its width is then of order $f$ instead of $\sqrt f$, and the argument for dropping $r$ fails.

Q: In a simulation I measure the left side and want $C$.

A: Solve the relation for $f k/(2C)$ and replace $kT$ by $2\kappa/f$:

$$\frac{f k}{2C}=1-\frac{2\,\mathrm{Var}_E(K)}{f k^2T^2}=1-\frac{f\,\mathrm{Var}_E(K)}{2\kappa^2}.$$

With the abbreviation $s=f\,\mathrm{Var}_E(K)/(2\kappa^2)$, the estimator is

$$C_{\rm fl}=\frac{f k/2}{1-s}.$$

Suppose the variance has a small relative error $\epsilon$, with $\kappa$ accurately known. Then $s$ changes by $s\epsilon$, and $C_{\rm fl}$ changes by the relative amount $\epsilon s/(1-s)$. Since $1-s=f k/(2C)$, this factor is $2C/(f k)-1$. A system with a large heat capacity per momentum therefore needs a more accurate variance.

If a canonical thermostat is left running, then $\mathrm{Var}(K)=f k^2T^2/2=2\kappa^2/f$ and $s=1$. The denominator vanishes and the estimator diverges, whatever the material, provided the run really samples the canonical distribution. Nosé-Hoover dynamics of a harmonic crystal need not do so; over a finite run $s$ then depends on $W$, and the estimator returns a finite number that is not the heat capacity.

Q: What must I insert for $f$ when there are $N$ atoms?

A: If fixed walls hold the atoms, no component of the total momentum is conserved and $f=3N$. In a periodic cell the total momentum is conserved and is usually set to zero. In the mass-weighted momenta $\pi_a=p_a/\sqrt{m_a}$ the kinetic energy is half the squared length of a vector in $3N$ dimensions. The three linear conditions confine this vector to a subspace of dimension $3N-3$. It follows that $f=3N-3$.

Q: Your argument has several estimates of order one. Has it been tested where the answer is not known in advance?

A: Take $f$ independent oscillators with potential $u(q)=q^2/2+q^4/4$ in reduced units, at $kT=1$. Energies are then in units of $kT$. Canonical energy fluctuations give $C=0.82806\,k$ per oscillator, below the harmonic value $k$. The shell averages are found numerically without use of the relation, by a Laplace inversion written out in the second half.

For $f=120$, the mean variance within shells is $23.7705$ and the variance between shells is $36.2295$. They add to $60.0000$, the canonical $f/2$. The straight line alone predicts

$$\frac{f}{4\times0.82806}=\frac{120}{3.31224}=36.229$$

for the part between shells; the program prints $36.2292$. The curvature of $\kappa$ contributes about $0.0003$.

On the single shell at $\bar E$, the relation with $kT=1$ predicts $\tfrac f2(1-1/1.65612)=0.39618\,f/2$:

| $f$ | $\mathrm{Var}_E(K)$ computed | predicted | $C_{\rm fl}/(f k)$ |
|---|---|---|---|
| 60 | 11.66 | 11.89 | 0.8184 |
| 240 | 47.31 | 47.54 | 0.8256 |
| 960 | 189.94 | 190.17 | 0.8274 |

Before rounding, the variance misses the prediction by $0.22$ to $0.23$ in each row while the variance itself grows sixteenfold. That is a correction of order one, as estimated. The error of the estimated heat capacity, relative to the canonical value, falls from $1.2\%$ to $0.30\%$ and then to $0.075\%$.

## Second half: the energy shell, the harmonic crystal and single trajectories

The symbols carried over are these. $K$ is the kinetic energy of $f$ independent momenta, $U$ the potential energy, $E$ the fixed total energy, $\langle\cdot\rangle_E$ the average over the energy shell, and $\kappa=\langle K\rangle_E=f kT/2$. The total heat capacity at constant volume is $C$. For large $f$, short-range forces and no phase transition,

$$\mathrm{Var}_E(K)=\frac{f k^2T^2}{2}\left(1-\frac{f k}{2C}\right),\qquad C_{\rm fl}=\frac{f k/2}{1-s},\qquad s=\frac{f\,\mathrm{Var}_E(K)}{2\kappa^2}.$$

Q: You derived a constant-energy result by way of a heat bath. Can it be obtained on the energy shell alone?

A: It can, and the route also yields a formula without a large-$f$ approximation. First integrate out the momenta. In mass-weighted momenta, the region with kinetic energy below $K$ is a ball of radius $\sqrt{2K}$ in $f$ dimensions. Its volume is proportional to $K^{f/2}$, so the density of momentum states is proportional to $K^{f/2-1}$. On the shell $K=E-U(q)$. Define

$$G_j(E)=\int_{U<E}dq\,(E-U)^{f/2-1+j},\qquad\text{so that}\qquad\langle K^j\rangle_E=\frac{G_j}{G_0}.$$

Differentiate with respect to $E$. As long as the exponent is positive, the integrand vanishes at the boundary $U=E$ and the moving boundary contributes nothing. Hence $G_1'=\tfrac f2G_0$ and, for $f>2$, $G_0'=(\tfrac f2-1)G_{-1}$. The shell temperature is $kT=2\kappa/f=(2/f)\,G_1/G_0$, and its derivative is

$$\frac{d(kT)}{dE}=\frac2f\left[\frac{G_1'}{G_0}-\frac{G_1G_0'}{G_0^2}\right]=1-\frac2f\Big(\frac f2-1\Big)\frac{G_1}{G_0}\frac{G_{-1}}{G_0}.$$

With the shell heat capacity $C_E=dE/dT$, this reads

$$\frac{k}{C_E}=1-\Big(1-\frac2f\Big)\langle K\rangle_E\,\langle K^{-1}\rangle_E.$$

The relation between kinetic-energy fluctuations and heat capacity has been derived and tested on anharmonic oscillators, and the energy shell alone has yielded an exact identity for the heat capacity. It remains to recover the fluctuation relation from that identity and to examine the harmonic crystal and single trajectories.
